Polarizability of interacting particles in a harmonic trap, exact and approximate, part 2

We study the polarizability of N identical interacting particles, each of mass 1 and charge −1, in an isotropic harmonic trap ω²r²/2. A uniform static electric field of strength F along z adds Fz for each particle. Atomic units are used. The polarizability α and the hyperpolarizabilities β and γ are defined by

E(F) = E(0) − d_0 F − α F²/2 − β F³/6 − γ F⁴/24 − …

The dipole is d(F) = −∫ z n_F(r) dr = d_0 + αF + …, where n_F is the density in the field. For an interaction unchanged by a common displacement of all particles, completing the square in z gives the exact results

n_F(r) = n_0(r + aẑ), with a = F/ω²,

E(F) = E(0) − N F²/(2ω²),

α = N/ω²,

and all hyperpolarizabilities vanish. Here ẑ is the unit vector along z. In integrals over a displaced density, s is the shifted position, the argument of n_0, and s_z is its z component.

An approximate theory minimizes

E_F[n] = G[n] + ∫ (ω² r²/2 + F z) n(r) dr

over densities containing N particles. In Kohn-Sham theory G is the sum of the kinetic energy T_s of independent particles, the Hartree repulsion J and the exchange-correlation energy E_xc. If G does not change when the density is translated as a whole, the same E(F) and α follow, whatever the quality of G. This is the invariance discussed below.

The test case is Hooke's atom: two electrons with Coulomb repulsion in three dimensions, N = 2, ω = 1/2, with exact E(0) = 2 hartree and α = 8.

An earlier grid calculation treated three spinless fermions in one dimension, with ω = 0.5 and repulsion g/√(1 + x²) between each pair at distance x. The harmonic trap gave α = 12.0000 for couplings g = 0 and g = 1. With 0.002 x⁴ added for each particle and g = 1, the fit gave α = 9.19 and γ = −8.4.

Q: Which functionals have this invariance?

A: The Hartree energy does, because it depends on the density at two points and on the distance between them. The local density approximation (LDA) integrates a function of n over all space. A generalized gradient approximation adds |∇n|, and a meta-generalized one adds the kinetic energy density of the orbitals. None of these refers to a fixed origin. T_s and the exact exchange energy are built from orbitals. If all orbitals are displaced together, the density is displaced and these energies stay the same. Hartree-Fock theory and hybrids with a constant fraction of exact exchange are covered for this reason, provided the set of allowed orbitals is itself unchanged by a translation.

Q: Show me numbers for Hooke's atom, with a bad theory among them.

A: The worst one here is pure Hartree theory, where each electron is also repelled by its own density. Each case was solved self-consistently, without field and at F = 0.02, in a basis of 39 Gaussian functions fixed at the trap centre. The LDA uses Vosko-Wilk-Nusair correlation. The first number is E(0) in hartree, the second is α from the induced dipole.

Hartree: 2.534, 8.006
Hartree-Fock: 2.039, 7.999
LDA: 2.026, 7.998
PBE: 2.009, 7.999
TPSS: 1.992, 7.997
PBE0: 2.004, 7.998

The energies are those of this basis. In a converged basis they are lower by up to 0.0002 hartree, which changes the Hartree-Fock entry to 2.038 and leaves the printed digits of the other five unchanged.

The Hartree energy is 0.534 hartree above the exact value of 2, an error of 27 per cent of that value. Its polarizability differs from 8 by less than 0.1 per cent. So α = 8 does not rank these functionals.

Q: But Hartree gives 8.006 and not 8. Is this a small failure of the theorem?

A: The theorem assumes that a displaced trial orbital is as admissible as the original one. Gaussians fixed at the trap centre do not satisfy this. In the Hartree calculation no integration grid is used, and a linear-response calculation at zero field gives the same 8.006, so the size of the field is not the cause. The finite basis remains.

The effect can be made large. To first order in a,

φ(r + aẑ) = φ(r) + a ∂_z φ(r).

If φ is a sum of s functions exp(−ζr²), its derivative is a sum of p functions, since

∂_z exp(−ζ r²) = −2ζ z exp(−ζ r²).

The basis above has p functions with the same exponents as its s functions, and the first-order displacement can be represented. The remaining error arises because the undisplaced orbital solves its own equation only within the basis. If all p and d functions are replaced by one p shell of exponent 1.0, the Hartree-Fock polarizability falls to 0.54. The functional is still invariant, but the space of orbitals is not, and the cloud can hardly move.

Q: So a wrong α can come from the basis. Can it also come from the way the response is computed?

A: Yes, if part of the potential is kept from following the density. Take two electrons in one real orbital φ_0, with density n = 2φ_0², and an interaction potential v[n](r) that acts by multiplication, as in Hartree theory or the LDA. The orbital equation without field is

(h − ε_0) φ_0 = 0, h = −∇²/2 + ω² r²/2 + v[n].

In a weak field write φ = φ_0 + F Σ_a U_a φ_a, where φ_a are the real empty orbitals with energies ε_a. The density changes by

δn = 4F Σ_a U_a φ_0 φ_a,

one factor 2 coming from the two electrons and one from the square. The potential responds through the kernel f(r,r′) = δv(r)/δn(r′):

δv(r) = ∫ f(r,r′) δn(r′) dr′.

The terms of the orbital equation that are linear in F, multiplied by φ_a and integrated, give

Δ_a U_a + z_a + 4 Σ_b K_ab U_b = 0,

with Δ_a = ε_a − ε_0, z_a = ∫ φ_a z φ_0 dr, and

K_ab = ∫∫ φ_a(r) φ_0(r) f(r,r′) φ_0(r′) φ_b(r′) dr dr′.

The change of ε_0 has dropped out, because φ_a is orthogonal to φ_0. Solving for U and using d = −∫ z δn dr = −4F Σ_a z_a U_a, I obtain

α = 4 zᵀ (Δ + 4K)⁻¹ z,

where Δ is the diagonal matrix of the gaps.

Q: I see gaps and integrals that all depend on the functional. How can this give 8 every time?

A: By a relation between the kernel and the potential. For an invariant functional, displacing the density displaces the potential:

v[n(· + aẑ)](r) = v[n](r + aẑ).

The terms linear in a on the two sides are

∫ f(r,r′) ∂_{z′} n(r′) dr′ = ∂_z v(r).

Now differentiate the field-free orbital equation with respect to z and divide by ω²:

(h − ε_0)(∂_z φ_0/ω²) + ( z + ∂_z v/ω² ) φ_0 = 0.

This is the first-order equation in the field, with first-order orbital ∂_zφ_0/ω². Its density change per unit field is n_1 = 4φ_0 ∂_zφ_0/ω² = ∂_z n/ω². By the kernel relation, this n_1 produces the potential change ∂_z v/ω² that stands in the equation. The solution is self-consistent, and after an integration by parts

α = −∫ z n_1 dr = −(1/ω²) ∫ z ∂_z n dr = (1/ω²) ∫ n dr = N/ω².

The kernel relation used here is guaranteed when the kernel is the derivative of the same potential that produced the orbitals.

Q: What happens if I take LDA orbitals and leave something out of the kernel?

A: The results for Hooke's atom are

LDA orbitals, no kernel: α = 11.53
LDA orbitals, Hartree kernel alone: α = 6.36
LDA orbitals, Hartree and exchange-correlation kernel: α = 8.00

The last value agrees with the LDA calculation in a finite field. The Hartree kernel is not wrong as such: with Hartree orbitals it gives 8.01. It fails here because the LDA orbitals were made with a further potential that is then not allowed to respond.

Q: Why does one omission raise α and the other lower it?

A: Call the frozen part of the potential u(r). It keeps its field-free form and stays centred on the trap. The calculation then describes a different energy functional,

E_F[n] = G′[n] + ∫ ( ω² r²/2 + u(r) + F z ) n(r) dr,

where G′ contains the parts that still follow the density and is translation invariant. The frozen potential has become part of the trap, which is no longer harmonic. At the minimum the energy is stationary against a small rigid displacement of the density n_F. G′ does not contribute, so

∫ n_F ( ω² z + ∂_z u + F ) dr = 0.

With d = −∫ z n_F dr this reads ω² d = N F + ∫ n_F ∂_z u dr. The derivative with respect to F at F = 0 is

α ω² = N + ∫ n_1 ∂_z u dr,

where n_1 = dn_F/dF. For α to equal N/ω², the integral must vanish. A frozen potential could satisfy this by accident, so α = 8 alone does not prove that a functional is invariant.

When the exchange-correlation potential alone is frozen, the integral calculated from the response is −0.4093. Hence

α = (2 − 0.4093)/0.25 = 1.5907/0.25 = 6.363.

The direct response formula gives 6.362 in this basis and 6.363 in the basis-set limit. The minus sign means that the frozen potential pulls the displaced cloud back to the centre, with a force that adds to that of the trap.

Q: That checks one number against another. Can you estimate the size from the field-free density alone?

A: A rigid displacement as a trial gives a bound. Displace the field-free density by b, so that n_b(r) = n_0(r + bẑ). The potentials are then evaluated at s − bẑ. The terms that involve ∫ s_z n_0 ds and ∫ n_0 ∂_z u ds vanish for a spherical cloud. To second order in the small quantities b and F, the energy is

E_trial = E(0) + (N/2)(ω² + κ) b² − N F b,

κ = (1/N) ∫ n_0 ∂_z² u dr.

Here κ is the mean curvature of the frozen potential, weighted with the density. If ω² + κ is positive, the lowest trial energy is at b = F/(ω² + κ):

E_trial = E(0) − N F²/[2(ω² + κ)].

The true minimum E(0) − αF²/2 cannot lie higher, and therefore

α ≥ N/(ω² + κ).

Q: This needs n_0 to be the minimum of the frozen functional without field. You have only shown that it solves the same orbital equation.

A: For two electrons in one orbital, T_s = (1/2) ∫ |∇√n|² dr, which is a convex functional of n. The Hartree energy is convex too, because the Coulomb energy of any density difference with itself is not negative. The remaining terms are linear in n. If the exchange-correlation potential alone is frozen, the functional is a sum of such terms, and a stationary density is its minimum. If the Hartree potential is frozen as well, the problem is that of independent electrons in a fixed potential, and the lowest orbital gives the minimum.

Q: Then what are the curvatures?

A: For the frozen Hartree potential v_H, spherical symmetry allows ∂_z² to be replaced by ∇²/3 under the integral. With Poisson's equation for the repulsion between electrons, ∇²v_H = −4πn, this gives

κ_H = −(4π/3N) ∫ n² dr,

which is negative. A frozen repulsion is a hill fixed at the trap centre, and it makes the trap softer. For the LDA exchange-correlation potential, ∂_z v_xc = f_xc ∂_z n, where f_xc is the derivative of v_xc with respect to the local density. One integration by parts gives

κ_xc = (1/N) ∫ n ∂_z² v_xc dr = −(1/N) ∫ f_xc (∂_z n)² dr.

For the exchange part, v_x is a negative constant times n^(1/3), so f_x is negative and the contribution to κ_xc is positive. The potential is a well fixed at the centre, and it makes the trap stiffer. With correlation included, the LDA density of Hooke's atom gives, in a.u.,

κ_xc = 0.0651, κ_H = −0.1378.

These are values in the 39-function basis. For the converged density they move in the last digit, to 0.0650 and −0.1376, and the second bound below moves from 11.28 to 11.27.

For a frozen exchange-correlation potential the bound is

α ≥ 2/(0.25 + 0.0651) = 2/0.3151 = 6.35,

and the response calculation gave 6.36. With both potentials frozen,

α ≥ 2/(0.25 + 0.0651 − 0.1378) = 2/0.1773 = 11.28,

where the response calculation gave 11.53. The cloud deforms as well as moves, and this freedom can only raise α above the bound.

Q: So the bound explains both deviations from 8?

A: Not to the same degree. For the calculation without a kernel, the lower bound of 11.28 already lies above 8, so α must be too large. For the frozen exchange-correlation potential, a lower bound of 6.35 does not exclude 8. There the deviation is established by the force balance with its computed negative integral, and by the response itself. The curvature gives the reason for the sign as far as the motion is nearly rigid, and the closeness of 6.35 and 6.36 supports that picture for this density.

Q: Does the frozen calculation also lose the vanishing hyperpolarizability?

A: It loses the guarantee. The effective trap ω²r²/2 + u is not a parabola, and the completed square no longer removes the field. The quartic trap in one dimension showed what this can do. I have not computed γ for the frozen potentials, so I give no value.

Q: Then what use is α = 8, if Hartree theory passes and a sound functional in a poor basis fails?

A: It is a check on how a calculation is done. For an invariant functional the answer is known beforehand, whatever its accuracy. A deviation then points to a fault in the calculation, such as a potential that does not respond, a kernel that does not belong to the orbitals, an integration grid that is too coarse, or a basis that cannot follow the displacement. To compare functionals in this system, one needs a quantity that depends on the relative motion of the electrons. The field-free energy is one, and there the six theories differ. The values obtained on the grid and in the 39-function basis are in the numerical output.

Computed results

```
Trap frequency omega = 0.50 a.u.
1D model: N = 3 fermions, N/omega^2 = 12.0000 a.u.
1D fields used: 0, 0.1, 0.2 a.u.; soft-Coulomb softening 1 bohr
Coupling 0.0: E(0) = 2.250000 hartree
  ground alpha = 12.00000, |gamma| = 4.0e-09 a.u.
  excited alpha = 12.00000 a.u.
  sum of positions at F=0.2: -2.40000 bohr
  central 2nd moment F=0, 0.2: 9.00000, 9.00000 bohr^2
Coupling 1.0: E(0) = 3.473243 hartree
  ground alpha = 12.00000, |gamma| = 3.3e-06 a.u.
  excited alpha = 12.00000 a.u.
  sum of positions at F=0.2: -2.40000 bohr
  central 2nd moment F=0, 0.2: 10.97731, 10.97731 bohr^2
Added quartic trap 0.002 x^4 (a.u.), coupling 1:
  fitted alpha = 9.190, gamma = -8.38 a.u.
Hooke atom, F = 0.0 a.u.: E = 2.0000000000 hartree
Hooke atom, F = 0.1 a.u.: E = 1.9600000000 hartree
Hooke alpha = 8.000000 a.u. = 1.31902e-40 C^2 m^2/J
Functional runs: field 0.02 a.u., 39 basis functions
Theory: E(0) [hartree], alpha from dipole, from energy [a.u.]
  Hartree  2.53376  8.0060  8.0060
  HF       2.03862  7.9988  7.9989
  LDA      2.02641  7.9975  7.9976
  PBE      2.00917  7.9990  7.9991
  TPSS     1.99182  7.9974  7.9976
  PBE0     2.00371  7.9983  7.9983
HF with one p shell (exponent 1.0): alpha = 0.5355 a.u.
Hartree orbitals + Hartree kernel: alpha = 8.0061 a.u.
LDA orbitals, no kernel: alpha = 11.5278 a.u.
LDA orbitals, Hartree kernel only: alpha = 6.3621 a.u.
LDA orbitals, Hartree + xc kernel: alpha = 7.9976 a.u.
Frozen-xc force integral = -0.40931 (dimensionless)
  alpha from force balance = 6.3628 a.u.
Mean curvatures: xc 0.06511, Hartree -0.13776 a.u.
Lower bound, xc frozen: 6.3470 a.u.
Lower bound, Hartree and xc frozen: 11.2769 a.u.
```
